# Depletion Width and Band Bending beneath a Charged Semiconductor Surface

## A sparse charge with a long reach

Put electrons on a gallium arsenide surface at the low density of one per square of side 10 nm. If the material beneath has $10^{17}$ donors per cm$^3$, these electrons empty a layer 100 nm deep and raise the conduction-band edge at the surface by 0.70 eV, about 27 times the thermal energy at room temperature. Both figures follow from charge neutrality and Poisson's equation.

## The model and its signs

The material is n-type, with uniform donor density $N_d$ and permittivity $\epsilon=\kappa\epsilon_0$. The surface holds $N$ trapped electrons per unit area. Here $N$ is given; finding it from a spectrum of surface states is a separate problem. For p-type material with trapped holes, all charges change sign and the bands bend downward.

Let $z$ run inward from the surface at $z=0$, and let $e>0$. The charges are first smeared out laterally, so that everything depends on $z$ alone. There is no electric field outside, and the sample is thick enough to contain the whole depleted layer.

Let $U(z)$ be the upward shift of the electron energy, with $U=0$ in the bulk. If $\phi$ is the electrostatic potential, $U=-e\phi$. With electron density $n$ and hole density $p$, the charge density is $e(N_d-n+p)$. Poisson's equation $\phi''=-e(N_d-n+p)/\epsilon$ becomes

$$U''=\frac{e^2}{\epsilon}(N_d-n+p). \tag{1}$$

The electric field is $E=-\phi'=U'/e$. Gauss's law across the surface charge $-eN$, with zero field outside, gives $\epsilon E(0^+)=-eN$, hence

$$U'(0)=-\frac{e^2N}{\epsilon}. \tag{2}$$

The shift is largest at the surface and falls inward. The total bending is $V=U(0)$.

## The width from neutrality

In the bulk $U'=0$. Integrating (1) from the surface to the bulk and using (2),

$$0-U'(0)=\frac{e^2}{\epsilon}\int_0^\infty(N_d-n+p)\,dz
\quad\Rightarrow\quad
\int_0^\infty(N_d-n+p)\,dz=N. \tag{3}$$

The depletion approximation sets $n=p=0$ for $0<z<W$, and restores neutrality for $z>W$. The integrand is then $N_d$ over a length $W$:

$$\boxed{W=\frac{N}{N_d}}. \tag{4}$$

Each trapped electron leaves one donor uncompensated. The permittivity and the temperature do not enter this count.

The count also shows when it must fail. A layer of thickness $d<N/N_d$ on an inert substrate holds only $N_dd$ donors per unit area. If nothing else supplies charge, it cannot balance $N$ trapped electrons.

## The bending from Poisson's equation

Inside the depleted layer $U''=e^2N_d/\epsilon$. At $z=W$ the neutral bulk begins, so $U'(W)=0$ and $U(W)=0$. Integrating from $z$ to $W$,

$$0-U'(z)=\frac{e^2N_d}{\epsilon}(W-z).$$

A second integration from $z$ to $W$ gives

$$U(z)=\int_z^W\frac{e^2N_d}{\epsilon}(W-z')\,dz'
=\frac{e^2N_d}{2\epsilon}(W-z)^2. \tag{5}$$

At $z=0$, with $W=N/N_d$,

$$\boxed{V_0=\frac{e^2N_dW^2}{2\epsilon}=\frac{e^2N^2}{2\epsilon N_d}}. \tag{6}$$

The subscript marks the depletion approximation. The factor one half has a simple meaning. If all the donor charge lay at one depth $D$, the field $eN/\epsilon$ would fill the gap and the energy step would be $e^2ND/\epsilon$. The donors are spread evenly from 0 to $W$, so their mean depth is $W/2$, and $V_0=e^2N(W/2)/\epsilon$.

At fixed doping, doubling $N$ doubles $W$ and quadruples $V_0$. At fixed $N$, doubling $N_d$ halves both. If the surface instead holds the bending fixed, (6) gives $N=\sqrt{2\epsilon N_dV_0}/e$ and $W=\sqrt{2\epsilon V_0/(e^2N_d)}$. The trapped charge then grows as $\sqrt{N_d}$, while the width falls as $1/\sqrt{N_d}$.

In Hartree units $e^2/(4\pi\epsilon_0)=1$, so $e^2/\epsilon=4\pi/\kappa$ and $V_0=2\pi N^2/(\kappa N_d)$.

## Numbers for n-type gallium arsenide

Take $N_d=10^{17}$ cm$^{-3}=10^{-4}$ nm$^{-3}$ and $N=10^{12}$ cm$^{-2}=10^{-2}$ nm$^{-2}$. The rough permittivity $\kappa=12.9$ gives $e^2/\epsilon=1.403$ eV nm. Then

$$W=\frac{10^{-2}}{10^{-4}}\ \text{nm}=100\ \text{nm},\qquad
V_0=\frac{1.403\times10^{-4}}{2\times10^{-4}}\ \text{eV}=0.701\ \text{eV}.$$

These are 1890 bohr and 0.0258 hartree. The surface field has magnitude $1.403\times10^{-2}$ V/nm, or 0.140 MV/cm. A direct sum over thin charged sheets reproduces $V_0$ and gives no potential change outside the surface or beyond $W$.

## The thermal tail of the electrons

The sharp edge at $W$ is an approximation. For nondegenerate electrons in equilibrium, and with holes neglected for now, $n=N_de^{-U/kT}$. Equation (3) becomes

$$\int_0^\infty\left(1-\frac{n}{N_d}\right)dz=\frac{N}{N_d}.$$

Thus $N/N_d$ remains the equivalent width of the depleted layer even when its edge is smooth.

To find the bending, multiply (1) by $U'$ and use $U'U''=\tfrac12(U'^2)'$. Integrate from the surface, where $U=V$, to the bulk, where $U=U'=0$:

$$-\frac12U'(0)^2=\frac{e^2}{\epsilon}\int_V^0(N_d-n)\,dU.$$

Insert (2), reverse the limits and multiply by $\epsilon/e^2$:

$$\frac{e^2N^2}{2\epsilon}=\int_0^V(N_d-n)\,dU
=N_dV-N_dkT\left(1-e^{-V/kT}\right). \tag{7}$$

Dividing by $N_d$ and using (6),

$$V=V_0+kT\left(1-e^{-V/kT}\right). \tag{8}$$

For strong bending the correction tends to $kT$. In the example $kT=0.0259$ eV, so $V=0.727$ eV. Numerical integration of the nonlinear Poisson equation gives the same value. The depletion formula is therefore low by 3.6% relative to this result.

Near the bulk, $U\ll kT$ and $1-e^{-U/kT}\approx U/kT$. Equation (1) reduces to

$$U''=\frac{U}{L^2},\qquad L=\sqrt{\frac{\epsilon kT}{e^2N_d}},$$

whose decaying solution is $e^{-z/L}$. The Debye length $L$ is 13.6 nm here, so the edge is smeared over a length well below $W$. The electron density reaches $N_d/2$ at a depth of 97.8 nm.

The opposite limit, $V\ll kT$, shows how the formula fails for a weakly charged surface. Expanding the exponential in (8) to second order,

$$V_0=V-kT\left(\frac{V}{kT}-\frac{V^2}{2(kT)^2}\right)=\frac{V^2}{2kT},$$

so

$$V=\sqrt{2kTV_0}=\frac{e^2NL}{\epsilon}.$$

The bending is now linear in $N$. No layer is emptied; the electron density is slightly lowered over the length $L$.

## Degenerate electrons

At this doping the bulk Fermi level lies close to the band edge, so Boltzmann statistics need a check. Let $\eta$ be the bulk Fermi level measured from the conduction-band edge, divided by $kT$. For a parabolic band,

$$n=N_cF_{1/2}\!\left(\eta-\frac{U}{kT}\right),\qquad
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},$$

with $N_c=2(2\pi m_ekT/h^2)^{3/2}$, where $m_e$ is the band mass. Under the integral, a derivative with respect to $\eta$ equals minus a derivative of the occupation with respect to $x$. Integration by parts then gives $dF_j/d\eta=F_{j-1}$ for $j>0$. Hence

$$\int_0^Vn\,dU=N_ckT\left[F_{3/2}(\eta)-F_{3/2}(\eta-V/kT)\right].$$

The second term is negligible for strong bending. Since $N_d=N_cF_{1/2}(\eta)$, the first equality in (7) gives

$$V=V_0+kT\,\frac{F_{3/2}(\eta)}{F_{1/2}(\eta)}. \tag{9}$$

The rough mass of 0.067 free-electron masses gives $N_c=4.35\times10^{17}$ cm$^{-3}$ and $\eta=-1.39$. The ratio in (9) is 1.04, and the bending becomes 0.728 eV. Degeneracy adds about 1 meV.

## Holes and the upper limit on the charge

Strong upward bending brings the valence band towards the Fermi level. With Boltzmann statistics for both carriers, write

$$n=n_0e^{-U/kT},\qquad p=p_0e^{U/kT},\qquad n_0-p_0=N_d.$$

The bulk densities also obey $n_0p_0=N_cN_ve^{-E_g/kT}$, where $E_g$ is the gap and $N_v$ has the form of $N_c$ with the hole mass. Using the full charge density of (1) in the integral of (7),

$$\frac{e^2N^2}{2\epsilon}=N_dV-n_0kT\left(1-e^{-V/kT}\right)
+p_0kT\left(e^{V/kT}-1\right). \tag{10}$$

With a rough hole mass of 0.5 free-electron masses and a gap of 1.42 eV, the surface hole density at 300 K is about $9\times10^7$ cm$^{-3}$. This is negligible beside $N_d$.

A useful end to the depletion regime is the point where the surface hole density reaches $N_d$, that is $p_0e^{V/kT}=N_d$. Substitute this and $n_0=N_d+p_0$ into (10). The thermal terms become

$$-N_dkT-p_0kT+n_0kT\frac{p_0}{N_d}+N_dkT-p_0kT\approx-p_0kT,$$

where $n_0\approx N_d$ was used in the third term. This remainder is negligible for $p_0\ll N_d$, leaving

$$N\approx\frac{\sqrt{2\epsilon N_dV}}{e},\qquad V=kT\ln\frac{N_d}{p_0}. \tag{11}$$

For the example this happens at $V=1.27$ eV and $N=1.34\times10^{12}$ cm$^{-2}$. The chosen surface charge is about three quarters of that limit. Beyond it, holes take up a rapidly growing part of the compensating charge, and (6) overestimates the bending. This assumes that the holes have time to reach equilibrium.

## Why the room-temperature result fails at 900 K

Epitaxy takes place on a hot surface. Keep $N$, $N_d$, $\kappa$ and the masses fixed, raise the temperature to 900 K, and take a rough reduced gap of 1.1 eV. Equation (6) still gives 0.701 eV, since it contains no temperature.

The bulk now has $n_0=1.007\times10^{17}$ cm$^{-3}$ and $p_0=7.2\times10^{14}$ cm$^{-3}$, with $kT=0.0776$ eV. Numerical integration of (1) gives $V=0.486$ eV and a surface hole density of $3.79\times10^{17}$ cm$^{-3}$. Dividing (10) by $N_d$ allows a check:

$$0.486-1.007(0.0776)+(3.79-0.007)(0.0776)\approx0.70\ \text{eV}.$$

The small term in $e^{-V/kT}$ has been dropped. The result recovers $V_0$.

Without holes, the bending at 900 K would be 0.779 eV. The holes therefore account for the fall to 0.486 eV in this model. The model leaves out the higher conduction valleys of gallium arsenide, which hold a large part of the electrons at this temperature; including them would raise the hole density and lower the bending further, by roughly a few hundredths of an eV. The depletion formula is too high by 44% relative to the calculation with holes. These figures depend on the rough gap: a gap of 1.05 eV gives 0.447 eV (57%), and one of 1.15 eV gives 0.525 eV (34%). The width changes too. In the calculation with holes, they supply about a quarter of the compensating charge, so fewer donors are uncovered, and the depth at which $n=N_d/2$ falls to about 69 nm. A width and bending calculated for the cooled wafer should not be carried over to growth conditions, even if the surface charge were unchanged.

## Discrete charges

The smeared model gives a lateral average. Real donors sit at separate points, on average one per cube of side 21.5 nm here, so the surface energy varies from place to place.

To estimate this variation, treat the neutral bulk at $z=W$ as a grounded plane. Consider a unit charge at depth $z'$, and let $G$ be the magnitude of its effect on the electron energy at the surface, for lateral wave number $q$. Away from the charge the energy obeys $G''=q^2G$. Let $r=\epsilon_0/\epsilon$. The solution that decays outside, joins continuously at the surface with continuous normal displacement, and vanishes at $W$ is

- $Ae^{qz}$ for $z<0$;
- $A(\cosh qz+r\sinh qz)$ for $0<z<z'$;
- $B\sinh q(W-z)$ for $z'<z<W$.

Continuity and the unit source at $z'$ require

$$A(\cosh qz'+r\sinh qz')=B\sinh q(W-z'),$$

$$\epsilon q\left[B\cosh q(W-z')+A(\sinh qz'+r\cosh qz')\right]=e^2.$$

Multiply the second equation by $\sinh q(W-z')$ and eliminate $B$ with the first. The addition formulas combine the terms in $A$ into $A(\cosh qW+r\sinh qW)$, so

$$A=G(q,z')=\frac{e^2}{\epsilon q}\,
\frac{\sinh q(W-z')}{\cosh qW+r\sinh qW}. \tag{12}$$

Now place $M$ donors independently in a large volume $\Omega$, with $M/\Omega=N_d$. If $g$ is the effect of one donor in real space, the variance of the sum is

$$M\left[\frac1\Omega\int g^2d^3r-\left(\frac1\Omega\int g\,d^3r\right)^2\right]
\longrightarrow N_d\int g^2d^3r,$$

because the second term vanishes as $\Omega$ grows laterally. Parseval's theorem turns the lateral integral into one over $q$:

$$\sigma_d^2=\frac{N_d}{2\pi}\int_0^Wdz'\int_0^\infty q\,G(q,z')^2\,dq. \tag{13}$$

Numerical integration gives $\sigma_d=37$ meV, about 5% of $V_0$ and larger than the thermal correction.

The trapped electrons are discrete too. For a charge at $z'=0$, continuity gives $A=B\sinh qW$, and the energy at depth $z$ is again $G(q,z)$. For independent random positions,

$$\sigma_s^2(z)=\frac{N}{2\pi}\int_0^\infty q\,G(q,z)^2\,dq. \tag{14}$$

At large $q$ the integrand behaves as $e^{-2qz}/q$. It diverges logarithmically as $z\to0$, so a depth must be stated. At 10 nm, $\sigma_s$ is about 62 meV. Correlations between the positions would alter both estimates.

## How the model stands beside a real surface

The doping, permittivity and masses are rough typical values for n-type gallium arsenide. The calculated conduction-band edge at the surface lies 0.76 eV above the Fermi level, near the middle of the gap. This is the region, very roughly, in which the Fermi level is held on many gallium arsenide surfaces after exposure to air. The value of $N$ was chosen to reach this regime; it does not predict a particular surface. Surface preparation can change $N$, and a 10% increase at fixed doping would raise $V_0$ by 21%. The charge of a real sample is also not smeared out: with the surface charge held fixed in place, random donors alone give the local surface energy an estimated root-mean-square spread of 37 meV about its average. Surface states dense enough to hold the Fermi level can recharge locally and would reduce this spread.

Two other neglected effects are electrical breakdown and tunnelling of electrons from the bulk to the surface. The surface field is about 0.35 of a rough breakdown field of 0.4 MV/cm. For tunnelling at the bulk band edge, take the sharp-edge barrier (5); the smooth thermal edge would make the barrier somewhat thicker at this energy. The exponent is

$$2\int_0^W\frac{\sqrt{2m_eU(z)}}{\hbar}\,dz
=\frac{2\sqrt{2m_eV_0}}{\hbar}\int_0^W\left(1-\frac zW\right)dz
=\frac{W\sqrt{2m_eV_0}}{\hbar}=111.$$

For this parabolic band the transmission factor $e^{-111}$ is about $10^{-48}$. Near the middle of the gap the real decay is slower and the exponent somewhat smaller, but tunnelling by this route remains negligible. This does not cover electrons thermally excited to higher energies, or tunnelling by way of defects.

The assumption of ionized donors is also reasonable here. In most of the depleted layer the donor levels are lifted well above the Fermi level with the band edge. In the bulk, an effective Bohr radius $a=10.2$ nm and the rough merging criterion $N_d^{1/3}a=0.25$ give $1.5\times10^{16}$ cm$^{-3}$. The chosen doping is well above this, so isolated donor levels are a poor description of the bulk. The numerical output gives the remaining inputs and intermediate values.

## Values computed for the example and the checks

```
Donor density: 1e+17 cm^-3
Surface electron density: 1e+12 cm^-2
Relative permittivity (rough): 12.9 (no unit)
Electron mass (rough): 0.067 m_e
Hole mass (rough): 0.5 m_e
Gap at 300 K (rough): 1.42 eV
e^2/epsilon: 1.403 eV nm
Depletion width W: 100 nm
W converted: 1890 bohr
Band bending V0: 0.7014 eV
V0 converted: 0.02577 hartree
Surface field: 0.1403 MV/cm
Breakdown field (rough input): 0.4 MV/cm
Surface field / breakdown field: 0.3507 (no unit)
kT at 300 K: 0.02585 eV
Debye length at 300 K: 13.58 nm
W / Debye length: 7.366 (no unit)
Bending with electron tail: 0.7272 eV
Depth where n = Nd/2: 97.82 nm
Conduction-band density Nc: 4.352e+17 cm^-3
Reduced bulk Fermi level eta: -1.39 (no unit)
Pressure/(Nd kT): 1.04 (no unit)
Bending with Fermi statistics: 0.7283 eV
Surface band edge above Fermi level: 0.7642 eV
Surface holes at 300 K: 8.88e+07 cm^-3
Bending when surface holes = Nd: 1.266 eV
N when surface holes = Nd: 1.344e+12 cm^-2
WKB exponent: 111.1 (no unit)
log10 tunnelling factor: -48.23 (no unit)
Effective Bohr radius: 10.19 nm
Donor merging density (rough): 1.5e+16 cm^-3
Mean donor spacing: 21.54 nm
RMS surface energy, random donors: 37.1 meV
Depth for surface-charge estimate: 10 nm
RMS energy, random surface charge: 61.5 meV
Second temperature: 900 K
Gap at 900 K (rough): 1.1 eV
kT at 900 K: 0.07756 eV
Bulk electrons at 900 K: 1.007e+17 cm^-3
Bulk holes at 900 K: 7.165e+14 cm^-3
900 K bending without holes: 0.7789 eV
900 K bending with holes: 0.4863 eV
Surface holes at 900 K: 3.786e+17 cm^-3
```
